# Polarizability of an ion hopping between two equivalent wells

## The problem

An ion of charge $q$ sits in one of two equivalent wells at $x=+a/2$ and $x=-a/2$. Thermal activation makes it hop to the other well now and then. With no field, an ion in either well leaves at the rate $w$, a probability per unit time. A weak field along the $x$ axis,
$$E(t)=\mathrm{Re}\left[E_0e^{-i\omega t}\right],$$
with $E_0$ real, acts on the ion. The polarizability $\alpha(\omega)$ is defined through the mean dipole, $p(t)=\mathrm{Re}[\alpha(\omega)E_0e^{-i\omega t}]$.

Assume that the barrier is much higher than $k_BT$, that the ion equilibrates inside a well long before it hops, and that the field changes slowly on the time scale of motion inside a well. Here $E$ means the field that acts on the ion, so that the two wells differ in energy by $qaE$.

**(a)** Find the equation of motion of the mean dipole to first order in the field.

**(b)** Find $\alpha(\omega)$, its static value and its relaxation rate. Where is the loss largest, and what happens far above that frequency?

**(c)** Obtain the same $\alpha(\omega)$ from the spontaneous hops at zero field.

**(d)** An oxygen vacancy of charge $+2e$ is bound to a dopant in cubic hafnia, an oxide used in resistive memory. It moves among the eight oxygen sites around the dopant. These are the corners of a cube of edge $a=0.25$ nm, and the hops run along the edges. Take a barrier of 0.70 eV and an attempt frequency of $10^{13}$ per second; all these values are rough. Find the static polarizability and the loss-peak frequency at 300 K and 358 K.

## Hints

1. Use one variable, the difference $m$ between the occupation probabilities of the right and left wells. Ask by how much $m$ changes when one ion hops.
2. You need no detailed model of how the field changes each rate. In a steady field the rates must reproduce the Boltzmann distribution, and this fixes their ratio.
3. Before keeping a field-induced change of a rate, check what multiplies it.
4. For (c), the dipole changes sign at each hop. Sum over the number of hops in a time $t$.
5. For (d), ask which coordinates change in a hop along one edge.

## Full solution

### (a) Equation of motion

Let $n_R$ and $n_L$ be the occupation probabilities, with $n_R+n_L=1$ and $m=n_R-n_L$. The mean dipole, measured from the midpoint, is
$$p=q\frac a2 n_R-q\frac a2 n_L=\frac{qa}{2}\,m .$$
Let $r_+$ be the rate from left to right and $r_-$ the rate from right to left. Then
$$\frac{dn_R}{dt}=r_+n_L-r_-n_R .$$
Since $n_R=(1+m)/2$ and $n_L=(1-m)/2$, we have $dm/dt=2\,dn_R/dt$, and therefore
$$\frac{dm}{dt}=r_+(1-m)-r_-(1+m)=(r_+-r_-)-(r_++r_-)\,m. \tag{1}$$

The energy of the ion in the field is $-qEx$, so for $qE>0$ the right well is lower by $qaE$. In a steady field the equilibrium flows balance, $r_+n_L=r_-n_R$, which gives
$$\frac{r_+}{r_-}=\frac{n_R}{n_L}=e^{qaE/k_BT}. \tag{2}$$
Because the field is slow compared with the motion inside a well, the rates follow the instantaneous field and (2) holds at each moment.

Write $r_+=w(1+c_+E)$ and $r_-=w(1+c_-E)$ to first order. The ratio is then $1+(c_+-c_-)E$, and comparison with (2) gives $c_+-c_-=qa/k_BT$. Hence
$$r_+-r_-=w\,\frac{qaE}{k_BT},\qquad r_++r_-=2w+w(c_++c_-)E .$$
In (1) the sum multiplies $m$, which vanishes at zero field and is itself of first order. The field-dependent part of the sum therefore contributes at second order and drops out:
$$\frac{dm}{dt}=-2w\,m+w\,\frac{qaE}{k_BT}. \tag{3}$$
Only the difference $c_+-c_-$ has entered, so the linear result does not depend on how the field's effect is shared between the two barriers.

The factor 2 in the decay term has a simple origin. A hop removes an ion from one well and adds it to the other, so it changes $m$ by two units. An excess in one well is drained by hops out of it at rate $w$, while the other well, being depleted, sends correspondingly less back.

### (b) The polarizability

Insert $m=\mathrm{Re}[m_1e^{-i\omega t}]$ into (3). The time derivative becomes a factor $-i\omega$:
$$(2w-i\omega)\,m_1=w\,\frac{qaE_0}{k_BT}
\quad\Rightarrow\quad
m_1=\frac{qaE_0}{2k_BT}\,\frac{1}{1-i\omega/2w}.$$
Multiplying by $qa/2$ and dividing by $E_0$,
$$\boxed{\alpha(\omega)=\frac{\alpha_0}{1-i\omega\tau},\qquad \alpha_0=\frac{q^2a^2}{4k_BT},\qquad \frac1\tau=2w.}\tag{4}$$

This is a Debye response. Its static value contains no hop rate, since equilibrium does not depend on how fast it is reached. The static value can be checked directly. With $x=qaE/2k_BT$, the Boltzmann weights of the wells are $e^{x}$ and $e^{-x}$, so
$$p=\frac{qa}{2}\,\frac{e^{x}-e^{-x}}{e^{x}+e^{-x}}=\frac{qa}{2}\tanh\frac{qaE}{2k_BT}, \tag{5}$$
whose slope at $E=0$ is $(qa/2)(qa/2k_BT)=\alpha_0$. The linear result requires $|x|\ll1$. The first correction follows from $\tanh x\approx x-x^3/3$ and is $-x^2/3$ relative to the linear dipole.

Multiplying numerator and denominator of (4) by $1+i\omega\tau$ separates the parts:
$$\alpha'=\frac{\alpha_0}{1+\omega^2\tau^2},\qquad
\alpha''=\frac{\alpha_0\,\omega\tau}{1+\omega^2\tau^2}.$$
In real time $p=E_0(\alpha'\cos\omega t+\alpha''\sin\omega t)$. With the convention $e^{-i\omega t}$, a positive $\alpha''$ thus means a dipole that lags behind the field. The mean absorbed power is the average of
$$E\frac{dp}{dt}=\omega E_0^2\left(-\alpha'\sin\omega t\cos\omega t+\alpha''\cos^2\omega t\right),$$
which is $P=\tfrac12\omega E_0^2\alpha''$.

To find the maximum of $\alpha''$, set $u=\omega\tau$. The derivative of $u/(1+u^2)$ is $(1-u^2)/(1+u^2)^2$, which vanishes at $u=1$. The loss $\alpha''$ therefore peaks at $\omega=2w$ with height $\alpha_0/2$. The peak frequency in hertz is $2w/2\pi=w/\pi$.

Far above the peak, $\alpha''\to\alpha_0\,2w/\omega$, and the absorbed power levels off at
$$P\to\tfrac12E_0^2\,\alpha_0\,2w=\frac{q^2a^2w}{4k_BT}\,E_0^2 .$$
This is the loss of a mobile charge. Over a time much shorter than $1/w$ the mean square displacement is $wta^2$, which corresponds to a diffusion constant $D=wa^2/2$. The Einstein relation gives a drift velocity $qDE/k_BT$ and a mean power $\tfrac12q^2DE_0^2/k_BT$, the same expression. At these frequencies the field reverses before the ion has explored the pair, so the confinement does not show in the loss. The levelling belongs to the hopping part of the response. Motion inside the wells adds a loss that grows as $\omega^2$, and this overtakes the plateau at a frequency still far below that of the motion itself.

Two numerical tests probe the approximations. Equation (1) was integrated in time with the rates $r_+=we^{2\theta x}$ and $r_-=we^{-2(1-\theta)x}$, for $\theta=0.5$ and $0.3$, an amplitude of $x$ equal to 0.01, and $\omega/w=0.6$, 2 and 7. The largest deviation of the response from (4), relative to its magnitude, was $2.3\times10^{-5}$.

The second test drops the two-state picture. It treats overdamped diffusion in a smooth double well $U=B(y^2-1)^2$ with minima at $y=\pm1$. The hop rate is taken as the inverse of the mean time to pass from one minimum to the other. For $B=14\,k_BT$ the slowest relaxation rate equalled twice this hop rate to within $2\times10^{-4}$; the computed ratio 1.0002 carries the error of the spatial grid, and the converged ratio is 1.0000. At that frequency the full response differed from (4) by 2.1 % of its magnitude, against 4.6 % for $B=7\,k_BT$. A deviation of order $k_BT/B$ is expected from motion inside the wells. At $y=1$ the derivatives are $U''=8B$ and $U'''=24B$. To first order in $k_BT/B$, the mean square spread in the well is $k_BT/U''=k_BT/8B$, and the mean position moves towards the barrier by $U'''k_BT/2U''^2=3k_BT/16B$. The hopping part of the response goes as the square of the mean distance from the centre, so the shift lowers it by the fraction $3k_BT/8B$. The spread adds a fast, in-phase part equal to $k_BT/8B$ in units of $\alpha_0$. At the relaxation frequency the Debye factor is $1/(1-i)$, so the relative deviation is $|-\tfrac38+\tfrac18(1-i)|\,k_BT/B\approx0.28\,k_BT/B$. This gives 2.0 % and 4.0 % for the two barriers, close to the computed values.

### (c) The same result from spontaneous hops

At zero field the hops form a Poisson process of rate $w$. The probability of $n$ hops in time $t$ is $e^{-wt}(wt)^n/n!$, and the dipole has changed sign $n$ times. With $d(t)$ the instantaneous dipole, $\pm qa/2$,
$$C(t)=\langle d(t)d(0)\rangle=\left(\frac{qa}{2}\right)^2e^{-wt}\sum_{n=0}^\infty\frac{(-wt)^n}{n!}
=\left(\frac{qa}{2}\right)^2e^{-2wt}.$$
Half of the exponent comes from the chance that no hop has occurred. The other half comes from the cancellation between even and odd numbers of hops.

To connect $C$ with the response, hold a small steady field $E$ until $t=0$ and then remove it. At $t=0$ each state carries the extra weight $1+d(0)E/k_BT$, so afterwards $p(t)=C(t)E/k_BT$. In terms of the response $\chi(s)$ to a short unit pulse applied a time $s$ earlier, the same experiment gives $p(t)=E\int_t^\infty\chi(s)\,ds$. Differentiating both expressions yields $\chi(t)=-\dot C(t)/k_BT$, and
$$\alpha(\omega)=\int_0^\infty\chi(t)e^{i\omega t}dt
=\frac{q^2a^2}{4k_BT}\int_0^\infty2w\,e^{-(2w-i\omega)t}dt
=\frac{q^2a^2}{4k_BT}\,\frac{2w}{2w-i\omega},$$
in agreement with (4).

### (d) A vacancy bound to a dopant

Place the dopant at the origin. The sites are $(\pm a/2,\pm a/2,\pm a/2)$. Let $w$ now be the rate for each edge, so that the total rate of leaving a site is $3w$. A hop along an $x$ edge reverses $x$ and leaves $y$ and $z$ alone. If the top of the barrier lies midway along the edge, the rate of this hop depends on $E_x$ alone. At linear order this assumption is only a convenience: as in (a), only the ratio of forward and backward rates enters, and that ratio is fixed by $qaE_x$ wherever the barrier top lies. The quantity $2\langle x\rangle/a$ obeys the equation (3) for $m$, with $E$ replaced by $E_x$, and the same holds for $y$ and $z$. The polarizability is isotropic, with the $\alpha_0$ and $2w$ of (4). The relaxation rate is twice the rate per edge, not twice the total exit rate.

At 300 K, $k_BT=0.02585$ eV. Since $1\ \mathrm{eV}=e\times1\ \mathrm V$, the unit $e^2\,\mathrm{nm^2/eV}$ equals $e\,\mathrm{nm^2/V}$, and
$$\alpha_0=\frac{2^2\times0.25^2}{4\times0.02585}=2.42\ e\,\mathrm{nm^2/V}=3.87\times10^{-37}\ \mathrm{C\,m^2/V}.$$
The rate per edge is
$$w=10^{13}\,e^{-0.70/0.02585}\ \mathrm{s^{-1}}\approx17\ \mathrm{s^{-1}},$$
so $2w\approx35\ \mathrm{s^{-1}}$, $\tau\approx29$ ms, and the loss peaks near 5.5 Hz.

At 358 K, $k_BT=0.03085$ eV and $\alpha_0=2.03\ e\,\mathrm{nm^2/V}$. The rate per edge is about $1400\ \mathrm{s^{-1}}$ and the peak lies near 450 Hz. With the barrier held fixed, this warming lowers the static value by 16 % and speeds the relaxation about 80 times.

At 300 K the real and imaginary parts of (4), in $e\,\mathrm{nm^2/V}$, are 2.34 and 0.42 at 1 Hz, 0.57 and 1.02 at 10 Hz, and 0.007 and 0.13 at 100 Hz. Far above the peak the real part of (4) falls as $1/\omega^2$ and the imaginary part as $1/\omega$, which is why loss dominates at 100 Hz.

**Comparison with real hafnia.** One assumption that can fail is the equivalence of the sites. A film may be amorphous or of lower symmetry, and the dopants that stabilise the cubic phase are needed at several per cent of the cations or more. The cube picture also presumes a dopant that binds the vacancy on its nearest oxygen sites, which need not hold for large dopants. At $10^{21}$ dopants per cm³, roughly 3 % of the cations, a unit charge at the mean dopant spacing, in line with a cube edge, offsets the two sites of that edge by about 0.036 eV if the relative permittivity is 20. By variation 1 below, such an offset multiplies the static response of a pair of sites by 0.64 (for the whole cube, whose other edges are offset less, the factor is about 0.67); at $10^{19}$ per cm³ the factor is 0.999. Randomly placed dopants include closer ones, and their fields add, so at the higher density typical offsets are larger and the reduction can be much stronger: for uncompensated unit charges placed at random, the mean factor is about 0.3 at $10^{21}$ and 0.96 at $10^{19}$ per cm³. The static value in (4) is then an upper limit for the hopping response, not an estimate. The rate is less certain still: a change of 0.05 eV in the barrier changes it 6.9-fold at 300 K, so a spread of barriers would spread the relaxation times and broaden the loss peak.

Other neglected effects can be sized at 300 K. Tunnelling alone raises the rate by about 12 % for a parabolic barrier whose frequency equals the attempt frequency, and quantization of the vibration along the hop adds a similar amount. The vibration of one oxygen ion inside its well has a polarizability of about 0.25 % of $\alpha_0$, or $0.006\ e\,\mathrm{nm^2/V}$. For a hopping ion this is negligible in the static value, but it is comparable to the real part of (4) at 100 Hz. For a vacancy there is no ion in the well: such vibration belongs to the host lattice and forms the background permittivity on which (4) sits. If leaving the dopant costs an extra 0.30 eV, the vacancy first steps away at a total rate of about $5\times10^{-4}\ \mathrm{s^{-1}}$; lasting escape is slower, because some of these steps are followed by a return. Over long times the vacancy can drift away. If unbound vacancies also hop at rate $w$ per edge, so that $D=wa^2$, and form a fraction $f$ of the total, they add a conduction loss $\alpha''\approx4fw\,\alpha_0/\omega$, while the real part stays near $\alpha_0$. With one vacancy per dopant, $f$ is about $6\times10^{-5}$ at $10^{21}$ and $7\times10^{-3}$ at $10^{19}$ dopants per cm³, so this loss reaches $\alpha_0$ near $\omega\approx5\times10^{-3}$ and $0.5\ \mathrm{s^{-1}}$. The response is close to the real value $\alpha_0$ only for frequencies well above $4fw$ and well below $2w$.

Finally, $\alpha$ refers to the field acting on the ion. If that were the Lorentz cavity field in a medium of relative permittivity 20, it would be $(20+2)/3\approx7.3$ times the average field, and the dipole per unit average field would grow by the same factor. Whether it applies to this defect is not decided here, so (4) alone does not give the permittivity of the film.

## Variation 1: unequal wells

*At zero field the right well is lower by $\Delta$. How does the response change?*

The energy difference becomes $\Delta+qaE$, so (5) turns into $m=\tanh[(\Delta+qaE)/2k_BT]$. Its slope at $E=0$ gives
$$\alpha_0(\Delta)=\frac{q^2a^2}{4k_BT}\,\mathrm{sech}^2\frac{\Delta}{2k_BT}.$$

For the dynamics, let $r_\pm$ be the zero-field rates and $m_0$ the equilibrium value of $m$. The two equilibrium flows in (1) are equal: $r_+(1-m_0)=r_-(1+m_0)\equiv J$. A small field changes the rates by $\delta r_\pm$, and by (2) $\delta r_+/r_+-\delta r_-/r_-=qaE/k_BT$. Linearizing (1),
$$\frac{d\,\delta m}{dt}=J\,\frac{qaE}{k_BT}-(r_++r_-)\,\delta m .$$
The response is still of Debye form, with relaxation rate $r_++r_-$. For equal wells this is $2w$.

For an offset of 0.05 eV at 300 K, $\Delta/2k_BT=0.967$ and the static value is multiplied by 0.44. The ion spends most of its time in the lower well, so its dipole fluctuates less and a weak field can shift it less.

## Variation 2: a strong steady field

*The wells are equivalent and the barrier top lies midway. A steady field $E$, not small, is switched on. What are the final dipole and the rate of approach?*

The field lowers the barrier by $qaE/2$ in one direction and raises it by the same amount in the other. With $x=qaE/2k_BT$, the rates are $r_\pm=we^{\pm x}$. Equation (1) is linear in $m$ for a steady field, so $m$ approaches
$$m_\infty=\frac{r_+-r_-}{r_++r_-}=\tanh x
\quad\text{at the rate}\quad r_++r_-=2w\cosh x .$$
The position of the barrier top now matters for the rate, unlike in the linear regime; the final dipole is still fixed by (2).

For the vacancy at 300 K with the field along a cube edge, $x=1$ at 1.03 MV/cm. At 0.05 MV/cm the dipole is within 0.1 % of the linear value. At 1 MV/cm it is 0.77 of the linear value and the relaxation is 1.5 times faster than at zero field. At 4 MV/cm these figures are 0.26 and 24, and the relaxation time falls from 29 ms to about 1.2 ms. Average fields in switching devices are roughly of this size, and the field acting on the ion may be larger still. Formula (4) therefore describes a small-signal measurement on this defect, not its motion during switching.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Tests
driven ion, worst relative deviation: 2.3e-05
double well, slowest rate / (2 / passage time): 1.0002
double well, deviation at barrier 7 kT: 4.6 %
double well, deviation at barrier 14 kT: 2.1 %
Inputs (rough)
charge: 2 e; spacing a: 0.25 nm
barrier: 0.70 eV; attempt frequency: 1e+13 1/s
At T = 300 K
  kT: 0.02585 eV
  static polarizability: 2.418 e nm^2/V = 3.873e-37 C m^2/V
  hop rate w: 17.4 1/s
  relaxation rate 2w: 34.8 1/s
  relaxation time: 28.74 ms
  loss-peak frequency: 5.538 Hz
At T = 358 K
  kT: 0.03085 eV
  static polarizability: 2.026 e nm^2/V = 3.246e-37 C m^2/V
  hop rate w: 1399 1/s
  relaxation rate 2w: 2797 1/s
  relaxation time: 0.3575 ms
  loss-peak frequency: 445.2 Hz
Response at 300 K (real, imaginary part, e nm^2/V)
     1.00 Hz: 2.3413, 0.4228
     5.54 Hz: 1.2088, 1.2088
    10.00 Hz: 0.5675, 1.0246
   100.00 Hz: 0.0074, 0.1335
Static dipole at 0.05 MV/cm
  linear: 0.012088 e nm; full: 0.012079 e nm
Neglected effects at 300 K
field where qaE = 2kT: 1.034 MV/cm
1 MV/cm: qaE/2kT 0.967, dipole/linear 0.773, rate/2w 1.51
4 MV/cm: qaE/2kT 3.868, dipole/linear 0.258, rate/2w 23.94
wells offset by 0.05 eV: static value times 0.441
unit charges at 1e+19 cm^-3: offset 0.0017 eV, factor 0.999
unit charges at 1e+21 cm^-3: offset 0.0360 eV, factor 0.638
barrier changed by 0.05 eV: rate changes by factor 6.92
tunnelling: rate times 1.115
vibration inside a well: 0.0061 e nm^2/V, 0.25 % of static value
escape over extra 0.30 eV (3 exits): 4.76e-04 1/s, 1.4e-05 of 2w
Lorentz factor if a cavity field acted (permittivity 20): 7.33
```
